\section*{Least-Squares Force Constants from a Gaussian Ensemble Are Averaged Hessians}

\section{A bond that fits stiffer than its minimum}

Take one bond with elongation $x$ and energy
\begin{equation}
V(x)=\tfrac K2\left(x^2-C_3x^3+C_4x^4\right),
\label{bond}
\end{equation}
where $K=7.00$ eV/\AA$^2$, $C_3=2.00$ \AA$^{-1}$ and $C_4=2.40$ \AA$^{-2}$. Its curvature at the minimum is $K$. Draw $x$ from a centred Gaussian of standard deviation $\sigma=0.0623$ \AA\ and fit a straight line to the force. The fitted spring constant is 7.39 eV/\AA$^2$, not 7.00.

The force is $f=-K(x-\tfrac32C_3x^2+2C_4x^3)$. With $\langle x^3\rangle=0$ and $\langle x^4\rangle=3\sigma^4$, the fitted constant is
\begin{equation}
-\frac{\langle fx\rangle}{\langle x^2\rangle}=K(1+6C_4\sigma^2)
=7.00\,(1+14.4\times0.0623^2)=7.39 .
\end{equation}
The curvature is $V''=K(1-3C_3x+6C_4x^2)$, and its average is also $K(1+6C_4\sigma^2)$. The fit used only forces, yet it returned the mean second derivative. This agreement does not depend on the quartic form of $V$ or on having one coordinate.

\section{The ensemble}

The algebra uses atomic units, $\hbar=m_e=e=1$, with $\beta=1/k_BT$. Numbers are in eV and \AA. Let $u$ be the vector of all atomic displacements, $M$ the diagonal mass matrix and $\Phi_s$ the positive definite force-constant matrix of the harmonic model that generates the samples. The eigenvectors of $M^{-1/2}\Phi_sM^{-1/2}$ define independent modes $q$ of unit mass and frequency $\omega$.

The thermal position density of one mode follows from its kernel $G(q,q')=\langle q|e^{-\beta h}|q'\rangle$. The lowering operator $a\propto\omega q+\partial_q$ obeys $e^{-\beta h}a=e^{\beta\omega}a\,e^{-\beta h}$, and $a^\dagger\propto\omega q-\partial_q$ obeys the same relation with $e^{-\beta\omega}$. A derivative standing to the right of the kernel changes sign when it is moved onto $q'$ by parts, so
\begin{align}
(\omega q'-\partial_{q'})G&=e^{\beta\omega}(\omega q+\partial_q)G,\\
(\omega q'+\partial_{q'})G&=e^{-\beta\omega}(\omega q-\partial_q)G.
\end{align}
Adding these equations removes $\partial_{q'}$:
\begin{equation}
\partial_qG=\frac{\omega\,(q'-q\cosh\beta\omega)}{\sinh\beta\omega}\,G .
\end{equation}
Since $G$ is symmetric, $\partial_{q'}G$ follows by exchanging $q$ and $q'$. On the diagonal the two derivatives add to
\begin{equation}
\frac{d}{dq}G(q,q)=-2\omega\tanh\!\left(\frac{\beta\omega}{2}\right)q\,G(q,q).
\end{equation}
The density is therefore Gaussian, with variance
\begin{equation}
\langle q^2\rangle=\frac{1}{2\omega}\coth\frac{\beta\omega}{2}.
\end{equation}
At high temperature this becomes $k_BT/\omega^2$; at zero temperature it becomes $1/(2\omega)$. Since $u$ is linear in the modes, it is Gaussian too. Call its centre $R$, put $z=u-R$, and let $\Sigma=\langle zz^T\rangle$. In the classical limit $\Sigma=k_BT\,\Phi_s^{-1}$.

\section{The fit and the integration by parts}

The true force is $f=-\nabla V$. With unlimited samples, least squares minimizes
\begin{equation}
L(f_0,\Phi)=\left\langle|f-f_0+\Phi z|^2\right\rangle
\end{equation}
over all vectors $f_0$ and all matrices $\Phi$. Since $\langle z\rangle=0$, variation of $f_0$ gives $f_0=\langle f\rangle$. Variation of $\Phi$ requires $\langle(f-f_0+\Phi z)z^T\rangle=0$, that is,
\begin{equation}
\Phi\Sigma=-\langle fz^T\rangle .
\label{normal}
\end{equation}
Changes $\delta f_0$ and $\delta\Phi$ away from this solution raise $L$ by
\begin{equation}
|\delta f_0|^2+\mathrm{tr}(\delta\Phi\,\Sigma\,\delta\Phi^T),
\label{excess}
\end{equation}
because the cross terms vanish by the normal equations. If $\Sigma$ is positive definite, the solution is unique.

The density $\rho\propto\exp(-\frac12z^T\Sigma^{-1}z)$ satisfies $\nabla\rho=-\Sigma^{-1}z\rho$, or $z_j\rho=-\sum_k\Sigma_{jk}\partial_k\rho$. Hence
\begin{align}
\langle f_iz_j\rangle&=-\sum_k\Sigma_{jk}\int f_i\,\partial_k\rho\,du
=\sum_k\Sigma_{jk}\langle\partial_kf_i\rangle\nonumber\\
&=-\sum_k\langle\partial_i\partial_kV\rangle\Sigma_{kj}.
\label{stein}
\end{align}
The first minus sign comes from $\nabla\rho$, the integration by parts cancels it, and $f=-\nabla V$ supplies the last one. Write $H=\langle\nabla\nabla V\rangle$. Equations (\ref{normal}) and (\ref{stein}) give $\Phi\Sigma=H\Sigma$, so
\begin{equation}
\boxed{\;f_0=\langle f\rangle,\qquad \Phi=H=\langle\nabla\nabla V\rangle.\;}
\label{main}
\end{equation}
The fitted matrix is symmetric although symmetry was not imposed.

It suffices that $V$ is twice continuously differentiable and that its first two derivatives grow no faster than a power of $|u|$; the boundary term then vanishes. The anharmonicity need not be weak. A Gaussian does, however, give some weight to overlapping atoms. In one dimension a repulsion $1/|x|$ has a force $1/x^2$ near contact, $\langle fz\rangle$ does not converge, and the result fails.

The average belongs to the sampling Gaussian. For an anharmonic $V$, changing the temperature, the centre or $\Phi_s$ can change $H$.

\paragraph{Free translation.} If the centre of mass is held at rest, $\Sigma$ is singular. Write $z=By$, where $y$ has a nonsingular covariance $C$. Integration by parts in $y$ gives $\langle fy^T\rangle=-HBC$. Multiplication by $B^T$ restores $\langle fz^T\rangle=-H\Sigma$, so $\Phi\Sigma=H\Sigma$ still holds. The solution of least norm is $\Phi=HP$, with $P$ the projector on the range of $\Sigma$. A rigid translation $t$ leaves $V$ unchanged, hence $Ht=0$. For equal masses the null vectors of $\Sigma$ are the translations, if there are no others, and then $HP=H$. For unequal masses the fixed centre of mass gives $\Sigma Mt=0$ instead, and $HP$ generally differs from $H$. Requiring $\Phi t=0$ for every translation then selects $\Phi=H$: since $t^TMt>0$, the translations lie outside the range of $\Sigma$ and together with it span all displacements.

\section{Two atoms in a germanium-like cage}

Two bonded atoms of mass 72.6 u move at 400 K, a temperature of a hot chip. All other atoms of the diamond lattice are fixed. The bond length is $d=2.45$ \AA. Each of the seven bonds that touch a moving atom has energy (\ref{bond}) with $x$ replaced by $s=(r^2-d^2)/(2d)$, where $r$ is the instantaneous length. Each angle that involves a moving atom has energy
\begin{equation}
\frac{3B}{8d^2}\left(p\cdot q+\frac{d^2}{3}\right)^2,\qquad B=0.70\ \mathrm{eV/\mbox{\AA}^2},
\end{equation}
where $p$ and $q$ are the bond vectors from its vertex. The sampler uses the Hessian at the lattice sites as $\Phi_s$, and $R$ is at those sites. The root-mean-square displacement of each atom is 0.061 \AA\ along the shared bond and 0.053 \AA\ in each direction across it.

This $V$ is a polynomial of degree eight, so $f_iz_j$ also has degree at most eight. A Gauss--Hermite rule with five points in each of the six directions integrates it without truncation error. The table compares the Hessian at the sites with a weighted least-squares fit to the forces at the quadrature points, in eV/\AA$^2$.
\begin{center}
\begin{tabular}{lrr}
element & at the sites & force fit\\
on-site, across & 12.833 & 12.944\\
on-site, along & 12.833 & 12.958\\
coupling, across & $-1.400$ & $-1.388$\\
coupling, along & $-6.300$ & $-6.429$
\end{tabular}
\end{center}
Averaging the second derivatives over the same points reproduces every fitted element within $5\times10^{-14}$ eV/\AA$^2$, which is rounding error. The two constants along the bond are 207.6 and $-103.0$ N/m. The threefold axis and mirror planes of the bond forbid mixing between the along and across directions.

\paragraph{Why the coupling stiffens so little.} The coupling along the bond grows in magnitude by 0.129, whereas the one-dimensional bond gained 0.39 with the same $\sigma$. The difference is mainly geometric. Let the relative displacement have component $\ell$ along the bond and squared transverse length $t^2$. Then $s=\ell+(\ell^2+t^2)/(2d)$. The cubic terms of $V$ have second derivatives linear in the displacements, which average to zero. The fourth-order part of the bond energy is
\begin{equation}
\frac K2\left[\frac{(\ell^2+t^2)^2}{4d^2}-\frac{3C_3}{2d}\,\ell^2(\ell^2+t^2)+C_4\ell^4\right].
\end{equation}
Differentiate twice in $\ell$ and average, with variance $\sigma_t^2$ for each transverse component, so that $\langle t^2\rangle=2\sigma_t^2$:
\begin{equation}
\Delta=\frac K2\left[\frac{3\sigma^2+2\sigma_t^2}{d^2}-\frac{C_3}{d}(18\sigma^2+6\sigma_t^2)+12C_4\sigma^2\right].
\end{equation}
Here $\sigma^2=0.00388$ \AA$^2$. The transverse relative motion has stiffness $12.833+1.400$ per atom, so classically $\sigma_t^2\approx2(0.03447)/14.233=0.0048$ \AA$^2$. The bracket is $0.0036-0.081+0.112=0.035$, and $\Delta\approx0.12$ eV/\AA$^2$. The cubic coefficient, acting through the curvature of $s$, thus cancels most of the quartic stiffening. The small remainder contains angle terms, higher orders and the classical estimate of $\sigma_t^2$, which are not separated here.

\section{What changes when the fit changes}

\paragraph{Missing couplings.} Suppose the force on atom 0 is fitted with the displacements of atom 0 alone. Its normal equation uses $\langle f_0z_0^T\rangle=-(H_{00}\Sigma_{00}+H_{01}\Sigma_{10})$, where subscripts now label atomic blocks. Therefore
\begin{equation}
\Phi_{\rm own}=H_{00}+H_{01}\Sigma_{10}\Sigma_{00}^{-1}.
\end{equation}
Along the bond, $\Sigma_{00}=0.0606^2=0.00367$ \AA$^2$. The relative variance is $2(\Sigma_{00}-\Sigma_{10})=0.00388$ \AA$^2$, so $\Sigma_{10}=0.00173$ \AA$^2$. This gives $12.96-6.43\times0.47=9.9$ eV/\AA$^2$, and the direct restricted fit also gives 9.9. The omitted neighbour follows the atom on average, which weakens the apparent restoring force.

More generally, (\ref{excess}) shows that a linearly constrained fit minimizes $\mathrm{tr}[(\Phi-H)\Sigma(\Phi-H)^T]$ over the allowed matrices. A constraint that $H$ obeys, such as a crystal symmetry, leaves the answer at $H$. A cutoff that removes nonzero elements of $H$ can alter the elements that remain.

\paragraph{Higher-order force terms.} Quadratic regressors $z_jz_k$ do not change $\Phi$: odd moments of a centred Gaussian vanish, so linear regressors are orthogonal to both quadratic ones and the constant. Cubic regressors are not orthogonal to linear ones. For the single bond, polynomial fits of degree one, two and three give linear constants of 7.39, 7.39 and 7.00 eV/\AA$^2$. The last fit represents the force completely and returns the curvature at the minimum. Writing
\begin{equation}
x^3=(x^3-3\sigma^2x)+3\sigma^2x
\end{equation}
separates the part orthogonal to $x$. With $x^3-3\sigma^2x$ as the cubic regressor, the linear constant stays at $K(1+6C_4\sigma^2)$.

\section{A finite number of samples}

Define the residual $\varepsilon=f-\langle f\rangle+Hz$. It has $\langle\varepsilon\rangle=0$ and $\langle\varepsilon z^T\rangle=0$. Let bars denote averages over $N$ independent samples and $S$ their covariance matrix. The fitted matrix $\hat\Phi$ obeys
\begin{equation}
\hat\Phi S=-\overline{f(z-\bar z)^T}=HS-\overline{\varepsilon(z-\bar z)^T}.
\end{equation}
To leading order in $N^{-1/2}$, replace $S$ by $\Sigma$ and drop $\bar z$:
\begin{equation}
\hat\Phi-H\simeq-\frac1N\sum_{n=1}^N\varepsilon^{(n)}z^{(n)T}\Sigma^{-1}.
\end{equation}
The terms are independent with zero mean, so
\begin{equation}
\mathrm{Var}\,\hat\Phi_{ij}\simeq\frac1N\left\langle\varepsilon_i^2(\Sigma^{-1}z)_j^2\right\rangle .
\end{equation}
For noise-free harmonic forces $\varepsilon=0$, and any sample whose deviations from its own mean span all displacements gives the answer. Here the scatter comes from anharmonicity.

One hundred repeated fits of the two-atom model, each with 400 random configurations, have a root-mean-square error of 0.120 eV/\AA$^2$ over all matrix elements; the formula, averaged over the same samples, gives 0.119. With 1600 configurations both are 0.060. At 400 configurations this average over elements is already about as large as the on-site shift of 0.124 that one may wish to resolve, and individual elements can scatter more. Scaling by $N^{-1/2}$, a root-mean-square error of 0.01 over all elements needs about $1600(0.060/0.01)^2\approx6\times10^4$ configurations for this unsymmetrized fit.

\section{Samples from the true classical ensemble}

Classical molecular dynamics with a thermostat that maintains the canonical distribution, run long enough to explore it, samples $\rho_c\propto e^{-V/k_BT}$, for which $f\rho_c=k_BT\nabla\rho_c$. Assume that $V$ confines the atoms, so boundary terms vanish. Then $\langle f\rangle_c=0$. With $z$ measured from the true mean and $\Sigma_c$ its covariance,
\begin{equation}
\langle f_iz_j\rangle_c=k_BT\int z_j\,\partial_i\rho_c\,du=-k_BT\,\delta_{ij}.
\end{equation}
The normal equation now gives
\begin{equation}
\Phi_c=k_BT\,\Sigma_c^{-1},
\end{equation}
which need not be the mean Hessian $H_c$ of this ensemble. A second integration by parts gives $\langle ff^T\rangle_c=k_BTH_c$. The covariance of the fit residual is then
\begin{align}
\langle(f+\Phi_cz)(f+\Phi_cz)^T\rangle_c
&=k_BTH_c-2k_BT\Phi_c+\Phi_c\Sigma_c\Phi_c\nonumber\\
&=k_BT(H_c-\Phi_c).
\end{align}
A covariance has no negative eigenvalue, so $\Phi_c$ cannot exceed $H_c$ in any direction.

For the two atoms, twelve batches of 20\,000 draws from a Gaussian with covariance $1.3\,k_BT\Phi_s^{-1}$ were reweighted to $\rho_c$. For the on-site constant along the bond the force fit gives $12.656\pm0.005$ and the mean Hessian $12.921\pm0.003$ eV/\AA$^2$, with standard errors from the spread between batches. The estimate from $k_BT\Sigma_c^{-1}$ is 12.72. It is noisier: a variance from $N$ Gaussian draws has relative error $\sqrt{2/N}$, which for 240\,000 draws is 0.3\%, or 0.04 eV/\AA$^2$, before the extra noise from reweighting.

\section{Refitting to self-consistency}

If the sampler is rebuilt from the fitted $\Phi$ and the centre is moved until $\langle f\rangle=0$, the fixed point has a variational meaning. Consider the Gibbs--Bogoliubov free energy
\begin{equation}
F=F_h(\Phi)+\langle V\rangle-\tfrac12\mathrm{tr}(\Phi\Sigma),
\end{equation}
where $F_h$ is the harmonic free energy and $\Sigma$ is the thermal covariance of $\Phi$. A change of $\Phi$ changes the harmonic Hamiltonian by $\frac12z^Td\Phi z$, so $dF_h=\frac12\mathrm{tr}(\Sigma\,d\Phi)$. This cancels the corresponding part of the last term.

To vary $\langle V\rangle$, write $z=Ay$ with $\langle yy^T\rangle=1$ and $\Sigma=AA^T$. At fixed centre,
\begin{align}
d\langle V\rangle&=\langle(\nabla V)^T dA\,A^{-1}z\rangle
=\mathrm{tr}(H\Sigma A^{-T}dA^T)\nonumber\\
&=\mathrm{tr}(HA\,dA^T)=\tfrac12\mathrm{tr}(H\,d\Sigma).
\end{align}
The second equality uses (\ref{stein}); the last uses the symmetry of $H$. Moving the centre adds $-\langle f\rangle\cdot dR$. Thus
\begin{equation}
dF=-\langle f\rangle\cdot dR+\tfrac12\mathrm{tr}[(H-\Phi)d\Sigma].
\end{equation}
A fixed point with $\langle f\rangle=0$ and $\Phi=H$ is stationary. This does not show that it is the lowest minimum.

At the lattice sites the mean force on atom 1 is 0.0128 eV/\AA, directed away from atom 0; atom 0 feels the opposite force. The stiffness against opposite displacements is $12.96+6.43=19.39$ eV/\AA$^2$, so the bond should lengthen by $2(0.0128)/19.39=0.0013$ \AA. Twelve refits converge to this same change. The on-site constant along the bond becomes 12.912 and the coupling $-6.386$ eV/\AA$^2$. Expanding $s$ to second order gives the curvature of a bond stretched by $x$ as $K[1-3(C_3-1/d)x]$ to first order. The expected loss is $21.0\times1.59\times0.0013=0.04$ eV/\AA$^2$, as found for the coupling.

\section{Relation to real germanium}

The bond length, the mass and the force constants $K$ and $B$ are rough values for germanium; $C_3$ and $C_4$ are round numbers of plausible size. The optical phonon at the zone centre checks one combination of $K$ and $B$. Shift the two sublattices by a relative displacement $v$. The four bonds of a cell cost $\frac K2\cdot\frac43v^2$. At each atom the six sums of two unit bond vectors have squared length $4/3$ and lie along three perpendicular axes, so its angles cost $\frac{3B}8\cdot\frac83v^2=Bv^2$. The total constant is $\frac43K+4B=12.1$ eV/\AA$^2$. With reduced mass $m/2$ this gives 0.037 eV, close to the measured value of roughly 0.037 eV.

The fixed cage is one assumption that a real crystal breaks. With a rough linear expansion coefficient of $6\times10^{-6}$ K$^{-1}$, applied from 0 K, the strain at 400 K is 0.24\%. With $\Sigma$ held fixed, it lowers the on-site constant along the bond by 0.20 eV/\AA$^2$. The coefficient falls on cooling, so this strain overstates the growth of the lattice between 0 K and 400 K. But $d$ is the static minimum, and zero-point motion already expands the lattice at 0 K. Measured from the static lattice, 0.24\% is a rough estimate and not a bound. In proportion, a strain of about 0.15\% would already offset the 0.12 gained from averaging. Giving the three outer neighbours of an atom independent motion equal to its own changes the stretch contribution by just $-0.01$. Replacing the quantum Gaussian by the true classical ensemble lowers the fitted on-site constant along the bond by about 0.3. The stiffening in the table therefore belongs to a fixed lattice spacing and Gaussian sampling; it does not predict that germanium stiffens on heating.

All numerical values are calculated from the stated model.
